# Silane's bond-orbital coupling from two photoelectron bands

Silane, SiH₄, is a common precursor for depositing silicon from the vapour. Its eight valence electrons are described here in a mean-field picture by four real, orthonormal bond orbitals $\phi_1,\dots,\phi_4$, one for each Si–H bond. Each orbital can hold two electrons. The molecule is a regular tetrahedron, and the signs of the orbitals are chosen so that every symmetry operation permutes them without a change of sign.

The valence photoelectron spectrum has two bands, near 13 eV and 18 eV. For the worked numbers, adopt band positions of 12.7 eV and 18.2 eV and take them as vertical ionization energies, that is, energies for removing an electron while the nuclei stay in place. Energies are in eV, with zero for an electron at rest far from the molecule.

## (a) The levels

**Question.** Show that two numbers fix the one-electron Hamiltonian matrix in this basis. Find its eigenvalues, their degeneracies and the corresponding orbitals.

**Answer.** A symmetry operation can carry any bond into any other, so all diagonal elements are equal: $H_{ii}=\alpha$. It can also carry any pair of bonds into any other pair, so all off-diagonal elements are equal: $H_{ij}=\beta$ for $i\neq j$. The sign convention matters here, since without it only the magnitudes $|H_{ij}|$ would have to agree.

Let $J$ be the $4\times4$ matrix whose elements are all 1. Then

$$H=(\alpha-\beta)\,\mathbf 1+\beta J ,$$

because the diagonal is $(\alpha-\beta)+\beta=\alpha$ and every other element is $\beta$.

Each component of $Jc$ is the sum of the components of $c$. Two cases follow.

- For $c=\tfrac12(1,1,1,1)$ the sum is 2, so $Jc=(2,2,2,2)=4c$. The energy is $(\alpha-\beta)+4\beta=\alpha+3\beta$.
- For any $c$ whose components sum to zero, $Jc=0$. The energy is $\alpha-\beta$. One linear condition on four components leaves three independent vectors.

The symmetric combination is unchanged by all operations of the tetrahedron and is labelled $a_1$. The other three transform among themselves like $x,y,z$ and are labelled $t_2$. Hence

$$E_{a_1}=\alpha+3\beta,\qquad E_{t_2}=\alpha-\beta\quad\text{(three times)}.$$

The sum of the eigenvalues, $(\alpha+3\beta)+3(\alpha-\beta)=4\alpha$, equals the trace of $H$, as it must. When $\beta=0$ the four levels coincide and there would be a single band.

## (b) The coupling

**Question.** Assume that each ionization energy is minus an orbital energy (Koopmans' approximation), and that the outer band, the one with the smaller ionization energy, is $t_2$. Find $\alpha$ and $\beta$. What changes if the assignment is reversed?

**Answer.** With $I=-E$,

$$I_{a_1}=-\alpha-3\beta,\qquad I_{t_2}=-\alpha+\beta .$$

Subtracting the second from the first removes $\alpha$:

$$I_{a_1}-I_{t_2}=-4\beta
\quad\Longrightarrow\quad
\beta=-\frac{I_{a_1}-I_{t_2}}{4}.$$

Adding three times the second to the first removes $\beta$:

$$I_{a_1}+3I_{t_2}=-4\alpha
\quad\Longrightarrow\quad
\alpha=-\frac{I_{a_1}+3I_{t_2}}{4}.$$

The numbers give

$$\beta=-\frac{18.2-12.7}{4}=-1.375\ \text{eV},\qquad
\alpha=-\frac{18.2+38.1}{4}=-14.075\ \text{eV}.$$

The coupling magnitude is therefore about 1.4 eV, or 0.051 hartree. The factor is 4, not 2, because the symmetric orbital moves down by $3|\beta|$ while the other three move up by $|\beta|$.

With the assignment reversed, $I_{a_1}=12.7$ eV and $I_{t_2}=18.2$ eV. Then $\beta=+1.375$ eV and $\alpha=-(12.7+54.6)/4=-16.825$ eV. The two positions alone thus give the magnitude of $\beta$, while its sign needs the assignment. The calculation in part (e) supports the assignment used here.

## (c) What the number does and does not establish

**Question.** Each band position may be misread by up to 0.1 eV. How uncertain is $|\beta|$? Is the sign of $\beta$ merely a choice of orbital phases? Does the fit test the model, and does $|\beta|$ measure the strength of the bonds?

**Answer.** If the positions change by $\delta_{a_1}$ and $\delta_{t_2}$, then $|\beta|$ changes by $(\delta_{a_1}-\delta_{t_2})/4$. The worst case has opposite errors of 0.1 eV, which gives $0.2/4=0.05$ eV. This covers reading errors alone, not the error of Koopmans' approximation.

Replacing $\phi_1$ by $-\phi_1$ reverses $H_{12}$ and $H_{13}$ but not $H_{23}$. The product $H_{12}H_{23}H_{31}$ contains two reversed factors and stays equal to $\beta^3$. Its sign cannot be altered by phase choices, so the sign of $\beta$ in the symmetric convention has physical meaning.

The fit reproduces both bands because two parameters have been adjusted to two data. It is not evidence for the model. Part (e) examines two things the fit cannot show: which band is threefold, and whether the orbitals are localized on the bonds.

Nor is $|\beta|$ a bond energy. All four levels are doubly occupied, so the sum of orbital energies is

$$2(\alpha+3\beta)+6(\alpha-\beta)=8\alpha .$$

At fixed $\alpha$ the coupling separates the levels without changing this sum.

## (d) Overlapping bond functions

**Question.** Suppose the bond functions are normalized but each pair has overlap $S$. Let their matrix elements be $\alpha_S$ and $\beta_S$. Find $\beta_S$ for the same two bands with $S=0.05$, and explain which coupling part (b) determined.

**Answer.** The equation is now $Hc=E\,\mathcal S c$, where $\mathcal S=(1-S)\mathbf 1+SJ$. The vectors of part (a) still solve it, because both matrices are built from $\mathbf 1$ and $J$:

$$\alpha_S+3\beta_S=(1+3S)E_{a_1},\qquad
\alpha_S-\beta_S=(1-S)E_{t_2}.$$

Subtraction gives

$$\beta_S=\frac{(1+3S)E_{a_1}-(1-S)E_{t_2}}{4}
=\beta+S\,\frac{3E_{a_1}+E_{t_2}}{4}
=\beta+S(\alpha+2\beta).$$

The last step uses $3(\alpha+3\beta)+(\alpha-\beta)=4\alpha+8\beta$. For $S=0.05$,

$$\beta_S=-1.375+0.05\,(-14.075-2.750)=-2.216\ \text{eV}.$$

A small overlap has changed the matrix element by about 60% of $|\beta|$, although the levels are the same. The reason is that $S$ multiplies a large energy measured from the vacuum. A different energy zero would give a different $\beta_S$ but the same $\beta$.

Symmetric orthogonalization replaces $H$ by $\mathcal S^{-1/2}H\mathcal S^{-1/2}$. On the $a_1$ vector this has the eigenvalue $(\alpha_S+3\beta_S)/(1+3S)=E_{a_1}$, and on the $t_2$ vectors $(\alpha_S-\beta_S)/(1-S)=E_{t_2}$. The matrix of part (a) is recovered. Part (b) therefore determined the effective coupling between orthonormal orbitals. The argument requires $-\tfrac13<S<1$, so that $\mathcal S$ has positive eigenvalues.

## (e) Comparison with molecular calculations

**Question.** The table gives ionization energies calculated for silane in the def2-TZVP basis. Both rows use the Si–H length of 0.1481 nm that minimizes the Hartree–Fock energy in the smaller def2-SVP basis. The last digit of each entry depends on this length: shortening it by 0.0001 nm raises the Koopmans values by about 0.004 to 0.006 eV. EOM-CCSD is equation-of-motion coupled cluster with single and double excitations, here with frozen core orbitals. Find $\beta$ from each row and explain the difference.

| Method | $I_{t_2}$ (eV) | $I_{a_1}$ (eV) |
|---|---:|---:|
| Hartree–Fock, Koopmans | 13.238 | 19.854 |
| EOM-CCSD | 12.766 | 18.381 |

**Answer.** The formula of part (b) gives

$$\beta_{\rm HF}=-\frac{19.854-13.238}{4}=-1.654\ \text{eV},\qquad
\beta_{\rm EOM}=-\frac{18.381-12.766}{4}=-1.404\ \text{eV}.$$

In both calculations the outer level is the threefold one, which supports the assignment in part (b).

Koopmans' approximation neglects the relaxation of the remaining electrons and the change in electron correlation. EOM-CCSD includes much of both. It lowers $I_{t_2}$ by 0.472 eV and $I_{a_1}$ by 1.473 eV. An equal lowering would have changed $\alpha$ alone. The unequal part reduces $|\beta|$ by $(1.473-0.472)/4=0.25$ eV. This comparison gives the combined effect of relaxation and correlation, not the share of each.

The Hartree–Fock coupling is thus about 20% larger in magnitude than the value from the adopted band positions, while the EOM-CCSD value differs from it by 0.03 eV, less than the reading error of part (c). The 1.4 eV is best read as an effective parameter that has absorbed relaxation and correlation, not as a Hartree–Fock matrix element. EOM-CCSD is itself approximate: higher excitations, spin–orbit coupling and vibrations are left out, and the basis is finite. In the larger def2-TZVPP basis both EOM-CCSD ionization energies are about 0.07 eV higher, but $\beta$ changes by only about 0.001 eV because the two shifts nearly cancel.

Bond orbitals can also be built directly, by projecting the hydrogen 1s functions onto the occupied valence space and orthonormalizing them symmetrically. In def2-SVP their Fock matrix has equal diagonal elements of $-14.915$ eV and equal couplings of $-1.662$ eV. These equalities follow from symmetry and do not show that the orbitals are localized; the populations bear on that. Each orbital has a Mulliken population of 0.584 on its own hydrogen and 0.428 on silicon. The sum slightly exceeds 1, so the other three hydrogens together have $-0.012$. Mulliken populations can be negative because they include overlap terms. They also depend on the basis: in def2-TZVPP the populations on the orbital's own hydrogen and on silicon are 0.558 and 0.452. By this measure each orbital belongs mainly to one bond, although a small net population can also hide terms that cancel.

## (f) A bent molecule and deposition temperature

**Question.** One component of the doubly degenerate ($e$) bending mode narrows or widens two opposite H–Si–H angles equally: the angle between bonds 1 and 4 and the angle between bonds 2 and 3. A small bend along this component keeps the four hydrogens equivalent. To first order it changes the coupling of two opposite pairs, (1,4) and (2,3), to $\beta+2\eta$, and that of the other four pairs to $\beta-\eta$, leaving $\alpha$ unchanged. Find the levels. What does the bend do to the value inferred for $\beta$?

**Answer.** The first row of $H$ is $(\alpha,\ \beta-\eta,\ \beta-\eta,\ \beta+2\eta)$. Multiplying it into each vector gives the energy times the vector's first component:

- $\tfrac12(1,1,1,1)$: $\alpha+2(\beta-\eta)+(\beta+2\eta)=\alpha+3\beta$.
- $\tfrac12(1,-1,-1,1)$: $\alpha-2(\beta-\eta)+(\beta+2\eta)=\alpha-\beta+4\eta$.
- $\tfrac12(1,1,-1,-1)$ and $\tfrac12(1,-1,1,-1)$: $\alpha-(\beta+2\eta)=\alpha-\beta-2\eta$.

The other rows give the same energies, because the pattern of couplings looks the same from every bond. The $t_2$ level splits by $6|\eta|$, but its average shift is $(4\eta-2\eta-2\eta)/3=0$. To first order, then, the average of the three $t_2$ levels still gives the undistorted $\beta$, whereas a single split component would not.

Hartree–Fock in def2-SVP gives a splitting of 0.42 eV at the root-mean-square zero-point displacement of this component, so $|\eta|\approx0.42/6=0.07$ eV. Averaging the three levels there, and over both directions of bending, changes the coupling by only about 0.002 eV.

For silane as a precursor gas, the temperature of use also matters. If the splitting is proportional to displacement and the vibration is harmonic, its root-mean-square value at 300 K is almost the same as at zero point, and it rises to 0.51 eV at 900 K, a rough deposition temperature. Both values use the Hartree–Fock bending quantum of 0.130 eV. With the lower quantum of 0.125 eV from second-order perturbation theory (MP2) in the same basis they become 0.43 and 0.53 eV, and in def2-TZVP each is about 0.006 eV smaller, so the second digit is uncertain. Equality of the three $t_2$ levels is therefore an assumption that the moving molecule breaks by several tenths of an eV. These are splittings of orbital energies for one bending component, not predicted band widths. For an intact molecule held against a surface, the four bonds would in general be inequivalent, and two parameters would then no longer suffice. The numerical output lists the calculated values, except those quoted for def2-TZVPP and the sensitivities to bond length, bending quantum and basis.

## Computed values

```
Given outer band, t2: 12.7 eV
Given inner band, a1: 18.2 eV
Band separation: 5.5 eV
Inferred alpha: -14.075 eV
Inferred beta: -1.375 eV
Inferred coupling magnitude: 1.375 eV
Same magnitude: 0.0505 hartree
Model a1 level from diagonalization: -18.200 eV
Model t2 level from diagonalization: -12.700 eV
Beta if assignment is reversed: 1.375 eV
Alpha if assignment is reversed: -16.825 eV
Chosen reading error per band: 0.10 eV
Largest resulting coupling error: 0.050 eV
Illustrative overlap S: 0.05 (dimensionless)
Bare alpha at this overlap: -14.281 eV
Bare beta at this overlap: -2.216 eV
HF/def2-SVP Si-H length: 0.1481 nm
HF/def2-SVP Koopmans t2 energy: 13.253 eV
HF/def2-SVP Koopmans a1 energy: 19.901 eV
HF/def2-SVP bond-orbital alpha: -14.915 eV
HF/def2-SVP bond-orbital beta: -1.662 eV
Bond-orbital population on Si: 0.428 (fraction)
Bond-orbital population on own H: 0.584 (fraction)
Population on Si plus own H: 1.012 (fraction)
HF/def2-TZVP Koopmans t2 energy: 13.238 eV
HF/def2-TZVP Koopmans a1 energy: 19.854 eV
HF/def2-TZVP beta: -1.654 eV
EOM-CCSD/def2-SVP t2 ionization: 12.704 eV
EOM-CCSD/def2-SVP a1 ionization: 18.361 eV
EOM-CCSD/def2-SVP effective beta: -1.414 eV
EOM-CCSD/def2-TZVP t2 ionization: 12.766 eV
EOM-CCSD/def2-TZVP a1 ionization: 18.381 eV
EOM-CCSD/def2-TZVP effective beta: -1.404 eV
e-bend harmonic quantum, HF/def2-SVP: 0.1296 eV
e-bend zero-point rms displacement: 0.0126 nm
t2 splitting at that displacement: 0.422 eV
Thermal rms t2 splitting at 300 K: 0.425 eV
Thermal rms t2 splitting at 900 K: 0.510 eV
Coupling shift at zero-point bend: 0.0016 eV
```
